# Diffusion of interstitial oxygen in silicon from the decay of stress dichroism

A process simulation of oxygen precipitation needs a diffusion coefficient at temperatures where an oxygen atom moves less than one lattice constant in several hours. No concentration profile can be measured on that scale, but the decay of an optical anisotropy can. The decision is which length and which numerical factor turn the decay time into $D$. If the decay time is mistaken for the mean time between jumps, the simulation receives a coefficient too large by a factor $4/3$. If the jumps are not independent, the error has another size, which the decay time alone does not reveal.

## Model and statement

An isolated interstitial oxygen atom in silicon sits near the middle of a Si–Si bond, which it has opened. There are four bond axes. Write them as

$$\mathbf b_1=(1,1,1),\quad \mathbf b_2=(1,-1,-1),\quad \mathbf b_3=(-1,1,-1),\quad \mathbf b_4=(-1,-1,1),$$

with unit vectors $\mathbf u_i=\mathbf b_i/\sqrt3$. They satisfy

$$\sum_i\mathbf b_i=0,\qquad \mathbf b_i\cdot\mathbf b_i=3,\qquad \mathbf b_i\cdot\mathbf b_j=-1\quad(i\ne j).$$

Let $a$ be the cubic lattice constant and $n_i$ the fraction of oxygen atoms on bonds of axis $i$, so that $\sum_i n_i=1$. Uniaxial stress along a suitable direction, such as $[111]$, makes the $n_i$ unequal at elevated temperature, and the infrared absorption then depends on polarisation. This is the stress-induced dichroism. After the stress is removed it decays, and $\tau$ denotes its $1/e$ time.

The assumptions are these.

1. The oxygen is dilute, and the crystal is free of stress during the decay.
2. An atom jumps only to a nearest bond, one that shares a silicon atom with its present bond. The rate to each such bond is $w$.
3. The atom thermalises between jumps, so the next jump does not depend on the previous one.

**Theorem.** Under assumptions 1–3 the dichroism decays as a single exponential, and

$$D=\frac{a^2}{64\,\tau},\qquad D=\frac{wa^2}{8},\qquad \frac1\tau=8w .$$

The relation is one of classical kinetics. Planck's constant can enter $w$, but $w$ drops out.

## Geometry of the jumps

**Lemma 1.** Each bond has six nearest bonds, at distance $d$ with $d^2=a^2/8$. Two of them belong to each of the three other axes, and the six displacements sum to zero.

*Proof.* Put a silicon atom at the origin. Its neighbours are at $(a/4)\mathbf b_i$, so its bond centres are at $(a/8)\mathbf b_i$. A jump about this atom from axis 1 to axis $j$ has displacement $(a/8)(\mathbf b_j-\mathbf b_1)$. For $j=2,3,4$ this gives

$$-\frac a4(0,1,1),\qquad -\frac a4(1,0,1),\qquad -\frac a4(1,1,0).$$

The squared length of each is $2a^2/16=a^2/8$. The bond centre is an inversion centre of the crystal, so jumps about the silicon atom at the other end have the opposite displacements. There are thus six jumps, two to each other axis, with zero sum. The other starting axes are equivalent by symmetry. ∎

For the worked example take $a=0.543$ nm, which gives $d=0.192$ nm.

## Diffusion

**Lemma 2.** From any starting bond, $\langle r^2\rangle=6Dt$ and $\langle x^2\rangle=2Dt$, with $D=wa^2/8$.

*Proof.* Let $\mathbf r$ be the displacement from the starting bond centre, and let $\boldsymbol\Delta$ run over the six jumps available from the present bond. A jump changes $r^2$ by $2\mathbf r\cdot\boldsymbol\Delta+\Delta^2$. Therefore

$$\frac{d\langle r^2\rangle}{dt}=w\Big\langle 2\mathbf r\cdot\sum_{\boldsymbol\Delta}\boldsymbol\Delta+\sum_{\boldsymbol\Delta}\Delta^2\Big\rangle
=0+6w\,\frac{a^2}{8}.$$

The first term vanishes by Lemma 1. Comparison with $6D$ gives $D=wa^2/8$. For one coordinate, four of the six jumps have $\Delta_x^2=a^2/16$ and two have $\Delta_x=0$. Hence $d\langle x^2\rangle/dt=4wa^2/16=wa^2/4=2D$. ∎

**Remark: the anisotropic transient.** The product $\langle xy\rangle$ keeps a trace of the starting axis. From axis 1, two of the six jumps have $\Delta_x\Delta_y=a^2/16$ and the other four give zero, so $\langle xy\rangle$ starts to grow at the rate $wa^2/8$. For axis $i$ this rate carries the sign $b_{ix}b_{iy}$, which is $+,-,-,+$ for $i=1,\dots,4$. If all atoms start on axis 1, Lemma 3 below gives $n_1=\tfrac14+\tfrac34e^{-8wt}$ and $n_2=n_3=n_4=\tfrac14-\tfrac14e^{-8wt}$. The signed sum $n_1-n_2-n_3+n_4$ is then $e^{-8wt}$, and

$$\langle xy\rangle=\frac{wa^2}{8}\int_0^t e^{-8wt'}dt'=\frac{a^2}{64}\left(1-e^{-8wt}\right).$$

This stays bounded while $\langle x^2\rangle$ grows without limit, so the long-time diffusion is isotropic. The bound $a^2/64$ equals $D\tau$: it is the mark left by the initial alignment.

**Remark: motion around the bond.** The oxygen atom lies somewhat off the bond axis and moves around it in a soft, anharmonic potential. Write its true position as $\mathbf R+\boldsymbol\rho$, with $\mathbf R$ the bond centre and $|\boldsymbol\rho|$ bounded. The mean square displacement then differs from that of $\mathbf R$ by a bounded term and a cross term. By the Cauchy–Schwarz inequality the cross term grows no faster than $\sqrt t$. Divided by $6t$, both vanish at long times. The soft motion therefore leaves the relation intact, provided that it also erases the memory of the last jump, as assumption 3 demands.

## Reorientation and its optical signal

**Lemma 3.** Each deviation $n_i-\tfrac14$ decays as $e^{-8wt}$.

*Proof.* By Lemma 1 the rate from one axis to each other axis is $2w$. Gains minus losses give

$$\frac{dn_i}{dt}=2w\sum_{j\ne i}(n_j-n_i)=2w\big[(1-n_i)-3n_i\big]=-8w\left(n_i-\tfrac14\right).$$

The second step uses $\sum_{j\ne i}n_j=1-n_i$. ∎

The mean residence time on a bond is $1/(6w)$, since six jumps are open. Hence

$$\tau=\frac1{8w}=\frac34\,\frac1{6w}.$$

The dichroism decays faster than atoms leave their bonds because a jump does more than remove an atom from an over-populated axis: it adds one to another axis. If $\tau$ were inserted as the residence time in $D=d^2/(6\tau_{\rm res})$, the result would be $a^2/(48\tau)$, which is the factor $4/3$ named at the start.

**Lemma 4.** Once the stress is off, the dichroism is linear in the deviations $n_i-\tfrac14$. For alignment by $[111]$ stress and a dipole along the bond axis,

$$\frac{A_\parallel-A_\perp}{A_\parallel+2A_\perp}=\frac{4n_1-1}{3}.$$

*Proof.* Without stress the four orientations absorb at the same frequency, and their strengths add. For polarisation $\mathbf e$ the absorption is $A(\mathbf e)\propto\sum_i n_i(\mathbf e\cdot\mathbf u_i)^2$. The four axes together are cubic, so $\sum_i(\mathbf e\cdot\mathbf u_i)^2=4/3$ for every $\mathbf e$. Equal populations thus give no polarisation dependence, and any difference $A(\mathbf e)-A(\mathbf e')$ is linear in the deviations.

Stress along $[111]$ leaves $n_2=n_3=n_4=(1-n_1)/3$. For $\mathbf e=\mathbf u_1$ we have $(\mathbf u_1\cdot\mathbf u_j)^2=1/9$, and therefore

$$A_\parallel\propto n_1+\frac{1-n_1}{9}.$$

For $\mathbf e\perp\mathbf u_1$ the other three axes carry the whole sum $4/3$, and therefore

$$A_\perp\propto\frac{1-n_1}{3}\cdot\frac43=\frac{4(1-n_1)}{9}.$$

The difference is $n_1-(1-n_1)/3=(4n_1-1)/3$, and $A_\parallel+2A_\perp\propto n_1+(1-n_1)=1$. ∎

A share $\eta$ of the dipole strength may lie across the bond, averaged around it. Then $(\mathbf e\cdot\mathbf u_i)^2$ is replaced by

$$(1-\eta)(\mathbf e\cdot\mathbf u_i)^2+\frac\eta2\big[1-(\mathbf e\cdot\mathbf u_i)^2\big]
=\frac\eta2+\Big(1-\frac{3\eta}2\Big)(\mathbf e\cdot\mathbf u_i)^2 .$$

The signal is multiplied by $1-3\eta/2$, and $\tau$ is unchanged. At $\eta=2/3$ the signal vanishes although the populations still relax. The direction of stress matters in a similar way: $[001]$ stress makes the same angle with all four axes, shifts their energies equally and produces no alignment.

*Proof of the theorem.* Lemmas 3 and 4 give a single exponential with $1/\tau=8w$. Lemma 2 gives $D=wa^2/8$. Inserting $w=1/(8\tau)$ yields $D=a^2/(64\tau)$. ∎

## What the decay time cannot see

**Proposition 1.** Keep the total jump rate $6w$, but let each jump pass about the same silicon atom as the previous jump with probability $p$, and about the other end of the bond with probability $1-p$. The three new axes remain equally likely. With $c=1-2p$,

$$\tau=\frac1{8w},\qquad D=\frac{a^2}{64\tau}\,\frac{3(1+c)}{3-c}.$$

*Proof.* The new axis is equally likely to be any of the other three, whichever end is used. The populations obey the same equation as before, and $\tau$ is unchanged.

For $D$, let $\mathbf e=\pm\mathbf b_j$ point along the present bond, away from the silicon atom last passed. About that atom, the three other outward vectors $\mathbf e'$ have mean $-\mathbf e/3$, because all four sum to zero. The displacement $(a/8)(\mathbf e'-\mathbf e)$ has mean $-(a/6)\mathbf e$. About the far atom the present bond has outward vector $-\mathbf e$, so the other three have mean $+\mathbf e/3$. The displacement $(a/8)(\mathbf e'+\mathbf e)$ has mean $+(a/6)\mathbf e$. Weighting by $p$ and $1-p$,

$$\langle\boldsymbol\Delta_{\rm next}\rangle=\frac{a}{6}\,c\,\mathbf e,\qquad \langle\mathbf e'\rangle=\frac c3\,\mathbf e .$$

Let jump 1 end with outward vector $\mathbf e_1$ and start from the bond with outward vector $\mathbf f$ about the same atom. Then $\boldsymbol\Delta_1\cdot\mathbf e_1=(a/8)(\mathbf e_1-\mathbf f)\cdot\mathbf e_1=(a/8)(3+1)=a/2$. For the $m$-th later jump,

$$\langle\boldsymbol\Delta_1\cdot\boldsymbol\Delta_{1+m}\rangle=\frac{a}{6}\,c\left(\frac c3\right)^{m-1}\frac a2
=\frac{a^2}{8}\cdot\frac{2c}{3}\left(\frac c3\right)^{m-1}.$$

At long times the mean square displacement per jump is $d^2$ plus twice the sum of these terms. Relative to $d^2$ it is

$$1+\frac{4c}{3}\,\frac1{1-c/3}=1+\frac{4c}{3-c}=\frac{3(1+c)}{3-c}.\qquad ∎$$

For $p=\tfrac12$ the factor is 1. For $p=1$ it is zero: the atom circles one silicon atom for ever, and the dichroism decays at the usual rate without any diffusion. For $p=0$ it is 3. A small bias counts too, since $p=0.55$ gives 0.871, a reduction of 13%.

**Proposition 2.** Suppose that a fraction $h$ of thermal jumps continues at once with a second jump about the far silicon atom, after which the atom thermalises. Then

$$\frac{64D\tau}{a^2}=\frac{1+7h/3}{1-h/3}.$$

*Proof.* Let $\Gamma$ be the rate of thermal events. A second jump about the far atom is the case $c=1$ above, so $\langle\boldsymbol\Delta_1\cdot\boldsymbol\Delta_2\rangle=a^2/12=2d^2/3$. The mean square displacement per event is

$$d^2+h\left(d^2+\tfrac43d^2\right)=d^2\left(1+\tfrac73h\right).$$

Different events are uncorrelated, because the atom starts each one without memory from an inversion centre. Thus $D=\Gamma(a^2/48)(1+7h/3)$. One jump multiplies the deviations $n_i-\tfrac14$ by $-\tfrac13$, since each axis passes its atoms equally to the other three. Two jumps multiply them by $\tfrac19$. Therefore

$$\frac1\tau=\Gamma\left[1+\frac{1-h}3-\frac h9\right]=\frac{4\Gamma}3\left(1-\frac h3\right).$$

The product $64D\tau/a^2$ follows, as $64\cdot3/(48\cdot4)=1$. ∎

With $h=0.05$ the ratio is 1.136, so $a^2/(64\tau)$ would be 12% below the true $D$. The error is larger than $h$ because the second jump does three things: it adds its own length, it tends to continue in the direction of the first, and it partly undoes the reorientation.

## Stress left on

Suppose the stress stays on and raises the $[111]$ well by $\Delta E$, without shifting the saddle points. Atoms then leave axis 1 at the rate $6we^{x}$, with $x=\Delta E/kT$, and

$$\frac{dn_1}{dt}=2w(1-n_1)-6we^{x}n_1=2w-2w(1+3e^{x})n_1 .$$

The equilibrium is $n_1=1/(1+3e^x)$, and the approach rate is $2w(1+3e^x)$ in place of $8w$. With fixed saddle points, the build-up of alignment under stress therefore gives the zero-stress $\tau$ only in the limit $x\to0$. If the stress also shifts the saddle points, the rate has another value, which depends on those shifts.

## Worked example

Take a chosen decay time $\tau=4.0$ h at 650 K and an activation energy of 2.5 eV. With $\tau=14\,400$ s and $a=5.43\times10^{-8}$ cm,

$$D=\frac{(5.43\times10^{-8})^2}{64\times14\,400}\ {\rm cm^2/s}=3.2\times10^{-21}\ {\rm cm^2/s}=1.15\times10^{-3}\ {\rm nm^2/h}.$$

The jump rate is $w=1/(8\tau)=8.7\times10^{-6}$ s$^{-1}$ to each neighbour, and the residence time is $4\tau/3=5.3$ h. During $\tau$ an atom makes $6w\tau=0.75$ jumps on average. Its rms displacement is $\sqrt{6D\tau}=0.166$ nm, less than one jump length because the mean number of jumps is below one.

Let the stress raise the $[111]$ well by 10 meV. At 650 K, $kT=56.0$ meV, so $n_1=0.218$ and the initial dichroism is $(4\times0.2180-1)/3=-4.3\%$. The negative sign means that the $[111]$ bonds are depleted. After release at 650 K the signal is $-1.57\%$ at 4 h, $-0.58\%$ at 8 h and $-0.21\%$ at 12 h. If the stress shifts only this well, and neither the other wells nor the saddle points, the rate read with the stress on is 1.147 times larger, and $D$ comes out 15% too high.

With $D=D_0e^{-E/kT}$ the prefactor is $D_0=0.077$ cm²/s. At 1000 K this gives $D=1.9\times10^{-14}$ cm²/s and $\tau=2.4$ ms. The diffusion length $\sqrt{2Dt}$ for 10 h is 0.37 µm. The extrapolation is less secure than the value at 650 K: an error of 0.05 eV in $E$, with $D$ at 650 K held fixed, changes $D$ at 1000 K by a factor 1.37. Temperature control matters as well, since 1 K at 650 K changes the rate by 7%.

Tunnelling through the barrier top can be sized with a parabolic barrier, whose transmission at energy $\varepsilon$ from the top is $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$. Its thermal average, relative to the classical rate and with $u=\hbar\omega/kT<2\pi$, is

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/kT}}{1+e^{-2\pi\varepsilon/\hbar\omega}}\frac{d\varepsilon}{kT}
=\frac u{2\pi}\int_{-\infty}^{\infty}\frac{e^{-uy/2\pi}}{1+e^{-y}}dy=\frac{u/2}{\sin(u/2)} .$$

The last integral is $\pi/\sin(u/2)$. For a rough $\hbar\omega=60$ meV the factor is 1.05 at 650 K and 1.02 at 1000 K. It multiplies $w$, and so cancels from $D\tau$. If 2.5 eV is the classical barrier height, tunnelling changes the extrapolation to 1000 K by about 3%. If 2.5 eV is instead the slope measured near 650 K, it already includes the effect of tunnelling there, and the error left at 1000 K is below 1%. Thermal expansion is smaller still: with a rough coefficient of $4\times10^{-6}$ K$^{-1}$, $a^2$ grows by 0.28% between 300 and 650 K. The tunnelling figures leave out the quantisation of the stiff Si–O vibrations, which can matter more. A mode present in the well and absent at the saddle multiplies $w$ by $\sinh(u/2)/(u/2)$. For $\hbar\omega=137$ meV this is 1.27 at 650 K and 1.11 at 1000 K, a change of 13% in the extrapolation from a classical barrier and of 2.5% from a measured slope. This factor also cancels from $D\tau$.

These parameters lie in the usual range for oxygen in Czochralski silicon, where the activation energy is roughly 2.5 eV, the prefactor is of order 0.1 cm²/s and the oxygen density $N$ is often near $10^{18}$ cm$^{-3}$. At that density a random distribution gives each atom $\tfrac43\pi R^3N=0.004$ partners within $R=1$ nm. Unless oxygen atoms bind strongly to each other, the dichroism therefore comes almost entirely from isolated atoms. Real wafers can break the assumption of isolation in two ways. If close pairs hold a fixed 0.4% of the oxygen and have a diffusion coefficient some 250 times that of single atoms, they carry as much oxygen as the rest, and the total transport is twice what $a^2/(64\tau)$ predicts. If pairs instead form and dissolve in local equilibrium, their density varies as the square of the single-atom density. With the same share and diffusion coefficient, the flux down a concentration gradient is then about three times the prediction. In equilibrium the share equals the capture rate per atom times the life of a pair, counted until the partners part for good. Capture is limited by diffusion to about $4\pi(2D)RN\approx10^{-3}w$ for $R=1$ nm. A share of 0.4% therefore implies a life of some $3/w$ or more, about 100 h at 650 K and thousands of pair jumps. Pairing then changes $\tau$ by less than 0.1%, but local equilibrium holds only on times longer than this life. The share and the factor 250 are chosen for illustration; the long-range transport reported for oxygen-rich wafers near 650 K exceeds the single-atom value by much more than a factor of three. If all jumps come in bursts of $m$ independent jumps, each burst set off by a passing defect such as hydrogen, each event adds $md^2$ to the mean square displacement and relaxes the fraction $1-(-1/3)^m$ of the alignment. Then

$$\frac{64D\tau}{a^2}=\frac{4m/3}{1-(-1/3)^m},$$

which is 1 for $m=1$ and 3 for $m=2$. Infrequent bursts matter too if they are long: when one event in a hundred is a burst of 100 jumps and the others are single jumps, the ratio is about 2. A simulation may use $a^2/(64\tau)$ for isolated oxygen when successive jumps are independent and only a small share of all jumps is made in such bursts, and should treat pairs as a separate species. The decay time alone confirms neither condition.
